\section*{Debye-Hückel screening and the equilibrium concentration of charged oxide defects}

\section{What ideal mass action leaves out}

The ideal law of mass action treats charged defects in an oxide as if they did not interact. For lightly reduced ceria at 1300 K, in the model worked out below, it gives $6.54\times10^{18}$ oxygen vacancies per cm$^3$ where the screened theory gives $8.18\times10^{18}$. An oxygen pressure deduced from the defect concentration would then be wrong by a factor of 3.8, or about 7.6 once the bound pairs discussed at the end are also counted.

Dividing each ideal concentration by its activity coefficient does not give the screened concentrations. The coefficients are 0.638 for the doubly charged vacancy and 0.894 for the electron polaron. Vacancies would rise by a factor 1.57 and polarons by 1.12, and the crystal would carry a net charge. Neutrality must be imposed again, and the electron chemical potential moves to allow it. Whether defect concentrations still rise after this adjustment needs a proof.

\section{Assumptions and statement}

The algebra uses atomic units. Mobile species $i$ has charge $z_i$ relative to the perfect lattice and concentration $n_i$; electrons and holes are included among the species. The assumptions are:
\begin{enumerate}
\item The crystal is an isotropic dielectric of static constant $\varepsilon$. No two mobile charges come closer than $a$.
\item Occupations are dilute: $n_i\ll N_i$, with $N_i$ the density of available sites or states, so Boltzmann statistics holds.
\item Interactions are treated in linearised mean field. The distance $a$ enters only through the electrostatics; the entropy lost to excluded volume is neglected.
\item All charged species are mobile and equilibrated, and the bulk is neutral: $\sum_i z_in_i=0$. Both signs of charge are present.
\item Temperature and atomic chemical potentials are fixed, the latter for instance by the oxygen pressure. The electron chemical potential is set by neutrality.
\end{enumerate}
Define
\begin{equation}
l_B=\frac{1}{\varepsilon kT},\qquad S=\sum_i z_i^2n_i,\qquad \kappa^2=4\pi l_BS .
\label{defs}
\end{equation}

\paragraph{Theorem.} Under these assumptions
\begin{equation}
\ln\gamma_i=-z_i^2g,\qquad g=\frac{l_B\kappa}{2(1+\kappa a)}>0,
\label{dh}
\end{equation}
and screening strictly raises both the total concentration of charged species and $S$, compared with the ideal solution at the same temperature and atomic chemical potentials. An individual species may fall, even an abundant one.

\section{The activity coefficient}

\paragraph{Lemma 1.} The activity coefficient is given by (\ref{dh}).

\emph{Proof.} Place an ion of charge $z$ at the origin. At $r>a$ the other charges follow the mean potential $\phi$:
\begin{equation}
\rho=\sum_i z_in_ie^{-z_i\phi/kT}\simeq\sum_i z_in_i-\frac{\phi}{kT}\sum_i z_i^2n_i=-\frac{S\phi}{kT}.
\end{equation}
The first sum vanishes by neutrality. Poisson's equation $\nabla^2\phi=-4\pi\rho/\varepsilon$ becomes $\nabla^2\phi=\kappa^2\phi$, whose decaying solution is $\phi=Be^{-\kappa r}/r$. At $r<a$ there is no other mobile charge, so $\phi=z/(\varepsilon r)+C$. Continuity of the field $-\phi'$ at $a$ gives
\begin{equation}
\frac{Be^{-\kappa a}(1+\kappa a)}{a^2}=\frac{z}{\varepsilon a^2}
\quad\Rightarrow\quad
B=\frac{z\,e^{\kappa a}}{\varepsilon(1+\kappa a)} .
\end{equation}
Continuity of the potential then gives
\begin{equation}
C=\frac{z}{\varepsilon a(1+\kappa a)}-\frac{z}{\varepsilon a}
=-\frac{z\kappa}{\varepsilon(1+\kappa a)} .
\label{cloud}
\end{equation}
$C$ is the potential that the surrounding cloud produces at the ion. Its sign is opposite to that of $z$, because the cloud carries the opposite charge.

When the charge $q$ of one ion is raised by $dq$, the interaction free energy changes by $C(q)\,dq$. One ion in a macroscopic crystal does not alter $\kappa$, so
\begin{equation}
kT\ln\gamma_i=\int_0^{z_i}C(q)\,dq=-\frac{z_i^2\kappa}{2\varepsilon(1+\kappa a)} .
\end{equation}
Division by $kT$ gives (\ref{dh}). The ion's energy in the dielectric without other mobile charges belongs to its standard formation energy. $\square$

For $\kappa a\ll1$ the result becomes the limiting law $g=l_B\kappa/2$, proportional to $\sqrt S$. For $\kappa a\gg1$ the formula saturates at $l_B/(2a)$, but there the cloud is thinner than the ion's own exclusion zone and the continuum picture has lost its basis.

\paragraph{Lemma 2.} The coefficients (\ref{dh}) derive from one free energy density $f$, through $kT\ln\gamma_i=\partial f/\partial n_i$.

\emph{Proof.} Scale all charges by $s$, from 0 to 1. Then $\kappa$ becomes $s\kappa$, and by (\ref{cloud}) the cloud potential at ion $i$ is $-s^2z_i\kappa/[\varepsilon(1+s\kappa a)]$. Multiplying by $z_in_i\,ds$, summing and integrating gives
\begin{equation}
f=-\frac{S\kappa}{\varepsilon}\int_0^1\frac{s^2\,ds}{1+s\kappa a}
=-\frac{kT}{4\pi}\int_0^{\kappa}\frac{t^2\,dt}{1+ta},
\end{equation}
where $S/\varepsilon=kT\kappa^2/4\pi$ and $t=s\kappa$. From (\ref{defs}), $\partial\kappa/\partial n_i=2\pi l_Bz_i^2/\kappa$, so
\begin{equation}
\frac{\partial f}{\partial n_i}
=-\frac{kT}{4\pi}\frac{\kappa^2}{1+\kappa a}\,\frac{2\pi l_Bz_i^2}{\kappa}
=-kT\,\frac{z_i^2l_B\kappa}{2(1+\kappa a)} .\qquad\square
\end{equation}

This consistency allows the coefficients to be used in an equilibrium condition derived from a thermodynamic potential.

\section{Equilibrium under neutrality}

\paragraph{Lemma 3.} At equilibrium
\begin{equation}
n_i=A_i\exp(-z_ix+z_i^2g),\qquad A_i=N_ie^{-E_i/kT},
\label{eq}
\end{equation}
where $E_i$ is the formation free energy at the given atomic chemical potentials, without the electron chemical potential, and $kTx$ is the electron chemical potential.

\emph{Proof.} The grand potential per volume is
\begin{equation}
\omega=\sum_i n_i\left[kT\left(\ln\frac{n_i}{N_i}-1\right)+E_i\right]+f .
\end{equation}
Add $kTx\sum_iz_in_i$ to enforce neutrality and set the derivative with respect to $n_i$ to zero:
\begin{equation}
kT\ln\frac{n_i}{N_i}+E_i-kTz_i^2g+kTz_ix=0 .
\end{equation}
Solving for $n_i$ gives (\ref{eq}). For electrons, $z=-1$, the first three terms are the electron chemical potential, and the equation sets them equal to $kTx$. $\square$

At given $g$ the multiplier $x$ is unique. The net charge $\sum_iz_in_i$ has the derivative $-\sum_iz_i^2n_i<0$ with respect to $x$, and it runs from $+\infty$ to $-\infty$ because both signs of charge are present.

\section{Proof that screening raises the concentrations}

Treat $g$ first as a free parameter, with $x(g)$ fixed by neutrality, and write $M_k=\sum_iz_i^kn_i$. From (\ref{eq}),
\begin{equation}
\frac{dn_i}{dg}=n_i\left(z_i^2-z_i\frac{dx}{dg}\right).
\end{equation}
Neutrality, $M_1=0$, must persist. Multiplying by $z_i$ and summing gives $M_3-M_2\,dx/dg=0$, hence
\begin{equation}
\frac{dx}{dg}=\frac{M_3}{M_2},\qquad
\frac{d\ln n_i}{dg}=z_i^2-z_i\frac{M_3}{M_2}.
\label{single}
\end{equation}
For the total $n_{\rm tot}$ of charged species,
\begin{equation}
\frac{dn_{\rm tot}}{dg}=M_2-M_1\frac{M_3}{M_2}=M_2>0 .
\end{equation}
For $S=M_2$,
\begin{equation}
\frac{dS}{dg}=M_4-\frac{M_3^2}{M_2}>0 .
\label{Sgrow}
\end{equation}
The sign in (\ref{Sgrow}) follows from the Cauchy-Schwarz inequality for the vectors $z_i\sqrt{n_i}$ and $z_i^2\sqrt{n_i}$, which gives $M_3^2\le M_2M_4$. Equality needs $z_i^2=cz_i$ with one constant $c$, so all charges would be equal, and neutrality forbids that.

The physical $g$ depends on $S$ through (\ref{dh}). Start from the ideal solution, $g=0$, compute $S$, then a new $g$, and repeat. The first new $g$ is positive. Since $S$ rises with $g$ and $g$ rises with $S$, each pass raises $g$ further. Since $g<l_B/(2a)$, the sequence converges to a solution with $g>0$. Both totals increase all along the path from 0 to that value, which proves the theorem. $\square$

The physical reason is that each charge gains energy from its cloud, so forming a neutral group of defects costs less. Neutrality then distributes the gain among the species.

The monotonicity was tested on 100 random neutral mixtures of five species, with charges drawn from $-3$ to $+4$ and $g$ between 0.05 and 0.5. The total and $S$ rose in all of them, while in 31 at least one species fell. By (\ref{single}) a small increase of $g$ lowers any species whose charge lies between 0 and the current value of $M_3/M_2$, whether it is rare or abundant. Over a larger change of $g$ this ratio itself shifts, so its initial value does not always decide the outcome.

\section{Two majority species, and two exceptions}

Let positive defects of charge $z_+$ and negative ones of charge $-m$ dominate, so that $z_+n_+=mn_-$. Dividing numerator and denominator by this common value,
\begin{equation}
\frac{M_3}{M_2}=\frac{z_+^3n_+-m^3n_-}{z_+^2n_++m^2n_-}
=\frac{z_+^2-m^2}{z_++m}=z_+-m .
\end{equation}
This is constant, so (\ref{single}) integrates directly. A species of charge $z$ changes by
\begin{equation}
\frac{n_z(g)}{n_z(0)}=\exp\{g\,z[z-(z_+-m)]\}.
\label{minor}
\end{equation}
Setting $z=z_+$ or $z=-m$ gives the same factor $\exp(z_+mg)$, as neutrality requires.

\paragraph{A minority that falls.} If quadruply charged cation interstitials are compensated by electrons, then $z_+-m=3$, and a trace of doubly charged vacancies changes by $e^{-2g}$. With $g=0.112$, the value found for ceria below, the interstitials rise by 1.57 and the vacancies fall to 0.80 of their ideal value. The electron chemical potential has risen by $3gkT$, which costs the vacancy $6gkT$, more than the $4gkT$ it gains from its cloud.

\paragraph{Fixed dopants.} Assumption 4 fails when immobile acceptors set the vacancy concentration through $2n_V=N_A$. Then $n_V$ cannot change, so $-2\Delta x+4g=0$ and $\Delta x=2g$. Trace electrons rise by $\exp(\Delta x+g)=e^{3g}$, or 1.40 if $g$ is again 0.112. This treats the acceptors as a uniform background and leaves out the uneven potential of acceptors at random places. Screening then shows in the electrons and leaves the vacancies unchanged.

\section{Reduced ceria at 1300 K}

An oxygen vacancy ($z=2$) is compensated by two electron polarons ($z=-1$) on cerium sites. Rough inputs are $\varepsilon=25$, a cubic cell of 0.54 nm, and a reduction free energy $G=2.7$ eV per vacancy at an oxygen pressure of 0.01 Torr, including spin and vibrational entropy. The cerium site density is $N=2.54\times10^{22}$ cm$^{-3}$, and there are $2N$ oxygen sites. With $n_e=2n_V$, ideal mass action reads
\begin{equation}
n_Vn_e^2=4n_V^3=2N^3e^{-G/kT}
\;\Rightarrow\;
n_V=N\left(\tfrac12e^{-G/kT}\right)^{1/3}=6.54\times10^{18}\ \text{cm}^{-3},
\end{equation}
since $kT=0.112$ eV.

The Bjerrum length is $l_B=0.514$ nm. The closest approach is set at the Bjerrum distance $|z_+z_-|l_B/2$, which here equals $l_B$; closer pairs are counted separately below. The first pass gives $g=0.103$, and the self-consistent value is $g=0.112$. To trace it, the final concentrations give $S=0.0491$ nm$^{-3}$, so
\begin{equation}
\kappa=\sqrt{4\pi(0.514)(0.0491)}=0.563\ \text{nm}^{-1},\qquad
g=\frac{0.290}{2(1.290)}=0.112 .
\end{equation}
The Debye length is 1.78 nm. By (\ref{minor}) both concentrations grow by $e^{2g}=1.25$, to $8.18\times10^{18}$ vacancies and $1.64\times10^{19}$ polarons per cm$^3$. Direct minimisation of the grand potential gives the same factor. The electron chemical potential rises by $gkT=0.013$ eV.

\paragraph{Pressure dependence.} Removing one oxygen atom releases half a molecule, so $G$ contains $\tfrac12kT\ln p$ and the ideal law is $n_V\propto p^{-1/6}$. Matching the screened concentration with the ideal law would need a pressure lower by $1.252^6=3.85$. With screening, $\ln n_V=\text{const}-\tfrac16\ln p+2g$. Since $\kappa\propto n_V^{1/2}$ and $d\ln g/d\ln\kappa=1/(1+\kappa a)$,
\begin{equation}
\frac{dg}{d\ln n_V}=\frac{g}{2(1+\kappa a)}
\;\Rightarrow\;
\frac{d\ln n_V}{d\ln p}=-\frac{1/6}{1-g/(1+\kappa a)}=-0.183 .
\end{equation}
For $a=l_B$ the subtracted term is $\kappa a/[2(1+\kappa a)^2]\le1/8$, so for free vacancies and polarons alone the exponent stays between $-1/6$ and $-4/21$. Bound pairs break this limit. With the pairs counted below, the exponent of the total vacancy concentration at 0.01 Torr is $-0.198$, and pairs without screening already give $-0.188$. A slope steeper than $-1/6$ is therefore not by itself evidence of screening.

\section{How far the numbers can be trusted}

\paragraph{Linearisation.} At contact with a vacancy, a polaron's energy is $-2/(1+\kappa a)=-1.55$ in units of $kT$, which is not small in magnitude. Solving the nonlinear Poisson-Boltzmann equation at the same concentrations gives $\ln\gamma=-0.432$ for the vacancy (linear: $-0.449$) and $-0.118$ for the polaron (linear: $-0.112$). The two errors have opposite signs and partly cancel in the neutral combination of one vacancy and two polarons; the growth factor is again 1.25. This comparison stays within mean field. A Debye sphere holds on average only 0.6 mobile charges, so correlations beyond mean field are not bounded by it.

\paragraph{Bound pairs.} Sixteen cerium sites lie closer to a vacancy than $a$. Summing their Boltzmann factors, with the macroscopic $\varepsilon$ used even at the nearest distance of 0.234 nm, gives a pair constant of 17 nm$^3$. The number of bound pairs per free vacancy is this constant times the polaron density, times a screening factor $e^{(1-4-1)g}=e^{-4g}$ because the pair has charge $+1$; solved self-consistently with the pairs included, it is 0.19. Counting these pairs as a species of charge $+1$, the total vacancy concentration is $7.5\times10^{18}$ cm$^{-3}$ without screening and $9.2\times10^{18}$ with it, a growth of 1.22. Pairing thus raises the total by 12 to 15 per cent, about half as much as screening does. If the polaron density were kept on cooling to 800 K, the pair constant times that density would be about 4, or about 2 with the factor $e^{-4g}$. At fixed total numbers of vacancies and polarons some 60 per cent of the vacancies would be paired, and the present model would fail.

\paragraph{Parameters.} With $G$ held fixed and $a=l_B$ adjusted, $\varepsilon=20$ gives a growth factor of 1.34 and $\varepsilon=30$ gives 1.19. Keeping $\varepsilon=25$ but taking $a$ as the nearest distance, without separate pairs, gives 1.30. Direct occupation of sites is minor, since polarons occupy 0.06\% of the cerium sites. The neglected excluded volume would add, to leading order, $\tfrac{4\pi}{3}a^3n_{\rm tot}=0.014$ to each $\ln\gamma_i$, which lowers the growth factor by between one and two per cent.

\paragraph{Stronger reduction.} At $10^{-5}$ Torr the formula gives a growth factor of 1.43 with a Debye length of 0.94 nm; excluded volume, neglected here, would lower this factor by about 5 per cent. At $10^{-8}$ Torr it gives 1.67, but the Debye length, 0.49 nm, is then shorter than $a$, and the value has no quantitative standing.

\paragraph{Real ceria.} The example represents nominally pure, slightly reduced oxide, with rough parameters. The absence of fixed dopants has to be checked for each sample. Acceptors become important once their charge is comparable with that of the polarons, at a cation fraction near $6\times10^{-4}$. If they dominate, the vacancy growth factor goes from 1.25 to 1. Ceria electrolytes are deliberately doped with acceptors at the level of ten per cent of the cations, far outside the dilute regime, and (\ref{dh}) should not be used for them. The remaining computed values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature: 1300 K
Static dielectric constant (rough): 25
Cubic cell edge (rough): 0.54 nm
Reduction free energy at reference pressure: 2.7 eV
Reference oxygen pressure: 0.01 Torr
Thermal energy kT: 0.112 eV
Cerium site density: 2.54e+22 cm^-3
Bjerrum length = closest approach a: 0.5142 nm
Ideal vacancy concentration: 6.538e+18 cm^-3
g from ideal concentrations (first pass): 0.1028
Growth factor after first pass: 1.228
g self-consistent: 0.1123
Upper bound of g, lB/(2a): 0.5
Debye length: 1.775 nm
kappa*a: 0.2896
Activity coefficient, vacancy: 0.6382
Activity coefficient, polaron: 0.8938
Excess chemical potential, vacancy: -0.05032 eV
Excess chemical potential, polaron: -0.01258 eV
Screened vacancy concentration: 8.184e+18 cm^-3
Screened polaron concentration: 1.637e+19 cm^-3
Growth factor by screening: 1.251789
Growth factor by direct minimisation: 1.251789
Rise of electron chemical potential: 0.01258 eV
Equivalent lowering factor of O2 pressure: 3.848
Pressure exponent, ideal: -0.1667
Pressure exponent, screened: -0.1826
O2 1e-02 Torr: ideal 6.538e+18, screened 8.184e+18 cm^-3, ratio 1.252, Debye 1.775 nm
O2 1e-05 Torr: ideal 2.068e+19, screened 2.948e+19 cm^-3, ratio 1.426, Debye 0.935 nm
O2 1e-08 Torr: ideal 6.538e+19, screened 1.093e+20 cm^-3, ratio 1.672, Debye 0.486 nm
Cloud potential per charge, field equation: -0.224576 kT/e
Cloud potential per charge, formula: -0.224574 kT/e
Random mixtures tested: 100
Mixtures in which some species fell: 31
Trace 2+ vacancy beside 4+ interstitials, ratio: 0.7989
Majority 4+ interstitial, ratio: 1.567
Vacancy pinned by fixed acceptors, ratio: 1
Trace electrons with fixed acceptors, ratio: 1.401
Nonlinear ln gamma, vacancy (linear: -0.4491): -0.4317
Nonlinear ln gamma, polaron (linear: -0.1123): -0.1179
Growth factor, nonlinear estimate: 1.249
Nearest vacancy-cerium distance: 0.2338 nm
Growth factor if a = nearest distance: 1.297
Cerium sites inside a: 16
Pair constant: 17.49 nm^3
Bound pairs per free vacancy, screened: 0.1883
All vacancies, pairs but no screening: 7.508e+18 cm^-3
All vacancies, pairs and screening: 9.16e+18 cm^-3
Growth factor at dielectric constant 20: 1.344
Growth factor at dielectric constant 30: 1.194
Fraction of cerium sites holding a polaron: 0.0006444
Mobile charges in a Debye sphere: 0.5755
Pair constant times polaron density at 800 K: 3.964
\end{verbatim}
